# Sublimation, adatom drift and the bunching of impermeable steps: a program that tests the result

```python
"""
Result under test: between impermeable steps held at equilibrium density,
weak sublimation lowers mean adatom density by the fraction l^2/(12 xs^2).
The resulting width-dependent drift flux gives
    Re(growth) = -theta*l*v*(1-cos(phi))/(3*xs^2)
in the quasi-static limit: uphill drift destabilises, downhill stabilises.

x points downhill. l: terrace width; xs: diffusion length before desorption;
v: adatom drift velocity, positive downhill; theta: equilibrium coverage;
phi: phase difference between neighbouring step displacements.
d: attachment length D/K, zero for instantaneous attachment.
Scaled calculations use xs = D = lifetime = equilibrium density = 1.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as electron_charge
from scipy.optimize import brentq, minimize_scalar


def chebyshev_matrices(order):
    j = np.arange(order + 1)
    points = np.cos(np.pi * j / order)
    weights = np.ones(order + 1)
    weights[[0, -1]] = 2
    weights *= (-1.0) ** j
    difference = points[:, None] - points[None, :]
    matrix = np.outer(weights, 1 / weights) / (difference + np.eye(order + 1))
    matrix -= np.diag(matrix.sum(axis=1))
    return points, matrix, matrix @ matrix


CHEB = {order: chebyshev_matrices(order) for order in (16, 28)}


def solve_terrace(width, drift, sink=1.0, d=0.0, order=16):
    """Return left flux, right flux and mean density by collocation.

    The unknown is density minus its equilibrium value, on a fixed
    coordinate from -1 to 1, so that small deviations keep full precision.
    """
    points, first, second = CHEB[order]
    half = width / 2
    identity = np.eye(order + 1)
    operator = second - drift * half * first - sink * half**2 * identity
    deviation_flux = drift * identity - first / half
    rhs = np.full(order + 1, sink * half**2)
    # Chebyshev points run from the right edge to the left edge.
    operator[0] = identity[0] - d * deviation_flux[0]
    operator[-1] = identity[-1] + d * deviation_flux[-1]
    rhs[0] = d * drift
    rhs[-1] = -d * drift
    deviation = np.linalg.solve(operator, rhs)
    polynomial = np.polynomial.Chebyshev.fit(
        points, deviation, order, domain=[-1, 1])
    integral = polynomial.integ()
    mean = 1 + (integral(1) - integral(-1)) / 2
    edge_flux = drift + deviation_flux @ deviation
    return edge_flux[-1], edge_flux[0], mean


def ring_growth(width, drift, sink=1.0, d=0.0, order=16):
    """Real growth rates per coverage from a numerical six-step Jacobian."""
    count = 6
    base = np.arange(count, dtype=float) * width

    def velocities(x):
        widths = np.roll(x, -1) - x
        widths[-1] += count * width
        fluxes = np.array([solve_terrace(w, drift, sink, d, order)[:2]
                           for w in widths])
        return np.roll(fluxes[:, 1], 1) - fluxes[:, 0]

    change = width * 1e-3
    plus, minus = base.copy(), base.copy()
    plus[0] += change
    minus[0] -= change
    response = (velocities(plus) - velocities(minus)) / (2 * change)
    return np.fft.fft(response).real


def moving_growth(phi, drift, width, coverage):
    """Complex growth rate with time-dependent density and moving edges."""
    speed = -coverage * width
    for _ in range(60):
        relative = drift - speed
        root = np.sqrt(relative**2 + 4)
        powers = np.array([(relative + root) / 2, (relative - root) / 2])
        ends = np.exp(powers * width)
        amplitudes = np.linalg.solve(np.array([[1, 1], ends]), [1, 1])
        slope_left = np.sum(amplitudes * powers)
        slope_right = np.sum(amplitudes * powers * ends)
        speed = coverage * (slope_left - slope_right)
    curve_left = np.sum(amplitudes * powers**2)
    curve_right = np.sum(amplitudes * powers**2 * ends)
    phase = np.exp(1j * phi)
    growth = -1j * coverage * np.sin(phi)
    for _ in range(60):
        root = np.sqrt(relative**2 + 4 * (1 + growth))
        p = np.array([(relative + root) / 2, (relative - root) / 2])
        ends = np.exp(p * width)
        a = np.linalg.solve(np.array([[1, 1], ends]),
                            [-slope_left, -slope_right * phase])
        updated = coverage * (np.sum(a * p) + curve_left
                              - np.sum(a * p * ends) / phase - curve_right)
        change = abs(updated - growth)
        growth = updated
    assert change < 1e-12
    return growth


# Mean density and its next correction.
for u in (0.1, 0.2, 0.4):
    mean = solve_terrace(u, 0)[2]
    assert abs(mean - np.tanh(u / 2) / (u / 2)) < 1e-9
    ratio = (1 - mean) / (u**2 / 12)
    assert abs(ratio - 1 + u**2 / 10) < 0.02 * u**2

# Drift flux at an edge, and its relation to mean density.
for u in (0.1, 0.5, 1.5):
    test_drift = 0.01
    forward = solve_terrace(u, test_drift)
    backward = solve_terrace(u, -test_drift)
    odd_flux = (forward[1] - backward[1]) / (2 * test_drift)
    assert abs(odd_flux - (1 + u / np.sinh(u)) / 2) < 2e-5
    if u == 0.1:
        assert abs(odd_flux - forward[2]) < u**4

# Quasi-static growth for weak and strong drift in both directions.
mode_s = 1 - np.cos(2 * np.pi * np.arange(6) / 6)
for u, drift in ((0.1, 1), (0.1, -1), (1, 3), (1, -3), (2, 6), (2, -6)):
    rates = ring_growth(u, drift, order=28 if u > 0.5 else 16)
    g = drift / 2
    q = np.sqrt(g**2 + 1)
    bracket = (g * np.sinh(q*u) * np.cosh(g*u)
               - q * np.sinh(g*u) * np.cosh(q*u))
    exact = 2 * mode_s * q * bracket / np.sinh(q*u)**2
    assert np.allclose(rates, exact, rtol=2e-4, atol=2e-6), (
        u, drift, rates, exact)
    assert np.all(rates[1:] * drift < 0)
    if u == 0.1:
        assert np.allclose(rates, -u * drift * mode_s / 3,
                           rtol=0.01, atol=2e-6)

# Removing sublimation removes growth; slow attachment reverses its sign.
assert np.max(np.abs(ring_growth(0.1, 1, sink=0))) < 2e-6
slow_rates = ring_growth(0.1, 0.1, sink=0, d=0.05)
slow_formula = mode_s * 4 * 0.1 * 0.05 / (0.1 + 2 * 0.05)**2
assert np.allclose(slow_rates, slow_formula, rtol=0.002, atol=2e-6)
slow_flux = solve_terrace(0.1, 0.1, sink=0, d=0.05)[0]
assert abs(slow_flux / (0.1 * 0.1 / 0.2) - 1) < 0.002

# Rough round model inputs for direct-current-heated vicinal Si(111).
temperature = 1500.0
width_nm = 2000.0
xs_nm = 20000.0
diffusivity = 1e10
coverage = 0.05
effective_charge = 0.1
field_v_cm = 5.0
attachment_nm = 0.4
step_energy = 0.05
atomic_area = 0.064
thermal_ev = boltzmann * temperature / electron_charge
lifetime = xs_nm**2 / diffusivity
drift_nm_s = diffusivity * effective_charge * field_v_cm * 1e-7 / thermal_ev
u = width_nm / xs_nm
drift = drift_nm_s * xs_nm / diffusivity
retreat = coverage * width_nm / lifetime
prefactor = coverage * width_nm / (3 * xs_nm**2)

# Full moving-edge problem against the asymptotic growth law.
for test_drift in (-drift, drift, -0.001):
    for phi in (0.3, 1.0, 2.0, np.pi):
        s = 1 - np.cos(phi)
        rate = moving_growth(phi, test_drift, u, coverage).real
        formula = -coverage*u/3*s*(test_drift + coverage*u*s/2)
        scale = coverage*u/3*s*(abs(test_drift) + coverage*u*s/2)
        assert abs(rate - formula) < 0.02 * scale, (
            test_drift, phi, rate, formula)
assert moving_growth(0.3, -0.001, u, coverage).real > 0
assert moving_growth(np.pi, -0.001, u, coverage).real < 0

# Attachment length at which the quasi-static drift effect changes sign.
def pairing_rate(d):
    return ring_growth(u, -1, d=d)[3]

critical_scaled = brentq(pairing_rate, 0, u**3 / 3)
critical_nm = critical_scaled * xs_nm
critical_formula = width_nm**3 / (12 * xs_nm**2)
assert abs(critical_nm / critical_formula - 1) < 0.02
attachment_factor = pairing_rate(attachment_nm / xs_nm) / pairing_rate(0)
assert abs(attachment_factor - 1 + attachment_nm / critical_formula) < 0.02

# Step-repulsion damping from a numerical Hessian of the ring energy.
def repulsion_energy(x):
    widths = np.roll(x, -1) - x
    widths[-1] += 6
    return np.sum(widths**-2)

h = 1e-3
basis = np.eye(6) * h
origin = np.arange(6.0)
hessian = np.array([[
    (repulsion_energy(origin+a+b) - repulsion_energy(origin+a-b)
     - repulsion_energy(origin-a+b) + repulsion_energy(origin-a-b)) / (4*h*h)
    for b in basis] for a in basis])
exchange = (np.roll(np.eye(6), 1, axis=0) + np.roll(np.eye(6), -1, axis=0)
            - 2 * np.eye(6))
damping = np.sort(np.linalg.eigvals(exchange @ hessian).real)
assert np.allclose(damping, np.sort(-24 * mode_s**2), rtol=1e-3, atol=1e-4)

# Unequal terraces: isolate the part of step velocity odd in drift.
upper_nm, lower_nm = 0.9 * width_nm, 1.1 * width_nm
def unequal_velocity(signed_drift):
    upper = solve_terrace(upper_nm / xs_nm, signed_drift)
    lower = solve_terrace(lower_nm / xs_nm, signed_drift)
    return coverage * (upper[1] - lower[0])

velocity_unit = diffusivity / xs_nm
odd_velocity = (unequal_velocity(-drift) - unequal_velocity(drift)) / 2
odd_velocity *= velocity_unit
odd_formula = -coverage*drift_nm_s*(lower_nm**2-upper_nm**2)/(12*xs_nm**2)
assert abs(odd_velocity / odd_formula - 1) < 0.01

mean_density = solve_terrace(u, 0)[2]
upper_deficit = 1 - solve_terrace(upper_nm / xs_nm, 0)[2]
lower_deficit = 1 - solve_terrace(lower_nm / xs_nm, 0)[2]
quasi_pairing = 2 * prefactor * drift_nm_s
uphill_pairing = moving_growth(np.pi, -drift, u, coverage).real / lifetime
downhill_pairing = moving_growth(np.pi, drift, u, coverage).real / lifetime
optimum = minimize_scalar(
    lambda phi: -moving_growth(phi, -drift, u, coverage).real,
    bounds=(0.1, np.pi), method="bounded", options={"xatol": 1e-7})
fastest_rate = -optimum.fun / lifetime
fastest_s = min(2, drift_nm_s / retreat)
fastest_formula = prefactor*fastest_s*(drift_nm_s-retreat*fastest_s/2)
assert abs(fastest_rate / fastest_formula - 1) < 0.02
assert abs((1 - np.cos(optimum.x)) / fastest_s - 1) < 0.03
repulsion_rate = (24*coverage*diffusivity*step_energy*atomic_area
                  * (1-np.cos(optimum.x))**2 / (thermal_ev*width_nm**5))

print(f"Temperature: {temperature:.0f} K")
print(f"Terrace width l: {width_nm:.0f} nm")
print(f"Diffusion length xs: {xs_nm:.0f} nm")
print(f"Diffusivity D: {diffusivity:.3e} nm^2/s")
print(f"Equilibrium coverage theta: {coverage:.3f}")
print(f"Effective charge magnitude: {effective_charge:.2f} e")
print(f"Electric field magnitude: {field_v_cm:.2f} V/cm")
print(f"Thermal energy: {thermal_ev:.5f} eV")
print(f"Adatom lifetime: {lifetime:.4f} s")
print(f"Layer removal rate theta/tau: {coverage/lifetime:.4f} layers/s")
print(f"Drift speed: {drift_nm_s:.2f} nm/s")
print(f"Drift strength |v|l/D: {drift_nm_s*width_nm/diffusivity:.4e}")
print(f"Width ratio l/xs: {u:.3f}")
print(f"Mean density / equilibrium density: {mean_density:.8f}")
print(f"Density deficit, numerical: {1-mean_density:.6e}")
print(f"Density deficit, l^2/(12 xs^2): {u**2/12:.6e}")
print(f"Narrow upper terrace width: {upper_nm:.0f} nm")
print(f"Wide lower terrace width: {lower_nm:.0f} nm")
print(f"Narrow terrace density deficit: {upper_deficit:.6e}")
print(f"Wide terrace density deficit: {lower_deficit:.6e}")
print(f"Uphill-drift part of step velocity: {odd_velocity:.5f} nm/s")
print(f"Quasi-static uphill pairing rate: {quasi_pairing:.4e} 1/s")
print(f"Step retreat speed theta*l/tau: {retreat:.2f} nm/s")
print(f"Moving-step uphill pairing rate: {uphill_pairing:.4e} 1/s")
print(f"Moving-step downhill pairing rate: {downhill_pairing:.4e} 1/s")
print(f"Fastest uphill mode phase: {optimum.x:.4f} rad")
print(f"Fastest uphill mode period: {2*np.pi/optimum.x:.3f} steps")
print(f"Fastest uphill growth rate: {fastest_rate:.4e} 1/s")
print(f"Fastest growth rate, formula: {fastest_formula:.4e} 1/s")
print(f"Fastest growth time: {1/fastest_rate:.1f} s")
print(f"Fastest growth time, converted: {1/fastest_rate/3600:.3f} h")
print(f"Critical attachment length, numerical: {critical_nm:.4f} nm")
print(f"Critical attachment length, formula: {critical_formula:.4f} nm")
print(f"Trial attachment length: {attachment_nm:.2f} nm")
print(f"Quasi-static growth factor at trial length: {attachment_factor:.4f}")
print(f"Step-interaction coefficient G: {step_energy:.3f} eV nm")
print(f"Area per atom: {atomic_area:.3f} nm^2")
print(f"Repulsion damping at fastest mode: {repulsion_rate:.4e} 1/s")
print(f"Repulsion damping / growth: {repulsion_rate/fastest_rate:.4e}")
print("verified")
```

Printed output:

```
Temperature: 1500 K
Terrace width l: 2000 nm
Diffusion length xs: 20000 nm
Diffusivity D: 1.000e+10 nm^2/s
Equilibrium coverage theta: 0.050
Effective charge magnitude: 0.10 e
Electric field magnitude: 5.00 V/cm
Thermal energy: 0.12926 eV
Adatom lifetime: 0.0400 s
Layer removal rate theta/tau: 1.2500 layers/s
Drift speed: 3868.17 nm/s
Drift strength |v|l/D: 7.7363e-04
Width ratio l/xs: 0.100
Mean density / equilibrium density: 0.99916750
Density deficit, numerical: 8.325008e-04
Density deficit, l^2/(12 xs^2): 8.333333e-04
Narrow upper terrace width: 1800 nm
Wide lower terrace width: 2200 nm
Narrow terrace density deficit: 6.744537e-04
Wide terrace density deficit: 1.007115e-03
Uphill-drift part of step velocity: -0.06432 nm/s
Quasi-static uphill pairing rate: 6.4470e-04 1/s
Step retreat speed theta*l/tau: 2500.00 nm/s
Moving-step uphill pairing rate: 2.2784e-04 1/s
Moving-step downhill pairing rate: -1.0585e-03 1/s
Fastest uphill mode phase: 2.1531 rad
Fastest uphill mode period: 2.918 steps
Fastest uphill growth rate: 2.4882e-04 1/s
Fastest growth rate, formula: 2.4938e-04 1/s
Fastest growth time: 4018.9 s
Fastest growth time, converted: 1.116 h
Critical attachment length, numerical: 1.6734 nm
Critical attachment length, formula: 1.6667 nm
Trial attachment length: 0.40 nm
Quasi-static growth factor at trial length: 0.7603
Step-interaction coefficient G: 0.050 eV nm
Area per atom: 0.064 nm^2
Repulsion damping at fastest mode: 2.2302e-08 1/s
Repulsion damping / growth: 8.9629e-05
verified
```
